\section*{Why Multiple Links Suppress Contact Errors Between Quantum Hall Resistors}

\section{Two devices and one wire}

Take two quantum Hall devices, A and B, on the same resistance plateau. Current $I$ enters A at its source, crosses to B through one wire, and leaves B at its drain. The wire and its two contacts have total resistance $R_1$. We want the resistance of the pair to be $2R_H$, where $R_H=h/(ie^2)$ and $i$ is the number of edge channels.

On a plateau the current is described by channels that run one way along the edge. Electrons emitted by a contact at potential $V$ have energies filled up to $\mu=-eV$, apart from a common constant. A one-way channel carries $\mu/h$ electrons per second, because its velocity cancels against its density of states. Each electron has charge $-e$, so the electric current along the direction of electron flow is $-e\mu/h=e^2V/h$. With $i$ channels this is $V/R_H$.

Number the contacts of a device along the edge flow. Contact $j$ absorbs what arrives at potential $V_{j-1}$ and emits at its own potential $V_j$. The net current from the contact into the device is therefore
\begin{equation}
I_j=\frac{V_j-V_{j-1}}{R_H}.
\label{edge}
\end{equation}
A voltage probe draws no current, so $V_j=V_{j-1}$: it reads the potential of the edge that reaches it. Any series resistance of a contact is counted outside the device. That of a link contact is part of $R_1$.

Let $a_0$ be the potential of the edge leaving the source of A, and $b_0$ that of the edge leaving the drain of B. Probes just downstream of these two contacts read $a_0$ and $b_0$, whatever series resistance the source and drain have. The link contacts emit at $a_1$ and $b_1$. Current leaves A and enters B, so
\begin{equation}
a_0-a_1=R_HI,\qquad b_1-b_0=R_HI,\qquad a_1-b_1=R_1I .
\end{equation}
Adding the three equations gives $a_0-b_0=(2R_H+R_1)I$. The link resistance enters in full.

The way out is visible in the same equations. The edges arriving at the link differ by $(2R_H+R_1)I$, but the edges leaving it differ by only $R_1I$. If each device has another contact just downstream, a second wire between these contacts sees only the small remaining difference. It carries a small current, and a small current makes a small voltage error in a resistance of a few ohms.

\section{What each link contributes}

Let $m$ separate wires join A and B. Wire $k$ joins the $k$th link contact that the flow meets on A to the $k$th that it meets on B. Its total resistance, contacts included, is $R_k$, and $I_k$ is its current from A to B. After link $k$ the edge potentials are $a_k$ and $b_k$. Assume for now that there is no dissipation between contacts and that all channels couple equally to each contact.

The current into device A at contact $k$ is $-I_k$, and into device B it is $+I_k$. Equation (\ref{edge}) and Ohm's law in the wire give
\begin{align}
a_{k-1}-a_k&=R_HI_k, \label{a}\\
b_k-b_{k-1}&=R_HI_k, \label{b}\\
a_k-b_k&=R_kI_k. \label{ohm}
\end{align}
Equating the left sides of (\ref{a}) and (\ref{b}) gives
\begin{equation}
a_k+b_k=a_{k-1}+b_{k-1}.
\label{sum}
\end{equation}
The mean potential is conserved. The links act only on the difference $D_k=a_k-b_k$. Adding (\ref{a}) and (\ref{b}) gives
\begin{equation}
D_{k-1}-D_k=2R_HI_k=\frac{2R_H}{R_k}D_k ,
\end{equation}
where the last step uses (\ref{ohm}). Solving for $D_k$,
\begin{equation}
D_k=f_kD_{k-1},\qquad f_k=\frac{R_k}{2R_H+R_k}.
\label{factor}
\end{equation}
After $m$ links,
\begin{equation}
D_m=PD_0,\qquad P=\prod_{k=1}^{m}f_k .
\end{equation}

This is the reason for the multiplication. The links act one after another on the same pair of edges, and each passes on a fixed fraction of the mismatch it receives. If each contact has resistance $r$ and the wire none, then $R_k=2r$ and
\begin{equation}
f_k=\frac{r}{R_H+r}\simeq\frac{r}{R_H}\qquad (r\ll R_H).
\end{equation}
The ratio of contact to Hall resistance is thus the leading form of the factor. With wire resistance included, the ratio to use is $R_k/(2R_H)$.

The current in link $k$ is $(D_{k-1}-D_k)/(2R_H)$, and the total is $(D_0-D_m)/(2R_H)$. The share of link $k$ is
\begin{equation}
\frac{I_k}{I}=\frac{D_{k-1}-D_k}{D_0-D_m}.
\label{share}
\end{equation}
For good links the first share is close to one, the second close to $f_1$, and the third close to $f_1f_2$.

\section{From mismatch to resistance}

The measured voltage is $a_0-b_0=D_0$, and the total current is
\begin{equation}
I=\frac{D_0-D_m}{2R_H}=\frac{D_0(1-P)}{2R_H}.
\end{equation}
The measured resistance $R$ and its error $\delta$ relative to $2R_H$ are therefore
\begin{equation}
R=\frac{2R_H}{1-P},\qquad
\delta=\frac{R}{2R_H}-1=\frac{P}{1-P}.
\label{main}
\end{equation}
The error is positive: an imperfect junction passes less current at a given voltage.

For $m=1$ we have $1-P=2R_H/(2R_H+R_1)$, and (\ref{main}) returns $2R_H+R_1$. For $m=2$,
\begin{equation}
1-P=\frac{(2R_H+R_1)(2R_H+R_2)-R_1R_2}{(2R_H+R_1)(2R_H+R_2)},
\end{equation}
whose numerator is $2R_H(2R_H+R_1+R_2)$. Hence
\begin{equation}
R-2R_H=\frac{2R_HP}{1-P}=\frac{R_1R_2}{2R_H+R_1+R_2}.
\label{two}
\end{equation}
The error now needs both links to be imperfect. If either resistance vanishes, so does the error. If $R_2\to\infty$, the result returns to $R_1$, as for a single link.

Compare this with wires that join two common nodes. Their resistance is $R_\parallel=(\sum_k1/R_k)^{-1}$, which for equal wires is $R_1/m$. There every wire sees the same voltage and they share the current. In the quantum Hall case the contacts are separated by one-way edges, and the voltage seen by each wire is what the previous one left.

\section{A chain of devices}

In a series array of $N$ devices, an inner device receives edges from two junctions. Draw the source at the left and let the upper edge run to the right. In device $d$ call the upper edge potential $u_d$ and the lower one $l_d$. The upper edge carries $u_d/R_H$ to the right and the lower edge $l_d/R_H$ to the left, so
\begin{equation}
u_d-l_d=R_HI .
\label{device}
\end{equation}
At the junction between $d$ and $d+1$ the arriving edges are $u_d$ and $l_{d+1}$, and the leaving edges are $l_d$ and $u_{d+1}$. With $P_d$ the product for this junction, the previous results give
\begin{equation}
l_d-u_{d+1}=P_d(u_d-l_{d+1})=\frac{2R_HP_d}{1-P_d}I .
\label{jump}
\end{equation}
The measured voltage is $u_1-l_N$. It is the sum of (\ref{device}) over the devices and (\ref{jump}) over the junctions, since the intermediate potentials cancel:
\begin{equation}
R=NR_H+\sum_{d=1}^{N-1}\frac{2R_HP_d}{1-P_d}.
\label{chain}
\end{equation}
Each junction acts as a small series resistor, and these resistors add. For equal junctions the error relative to $NR_H$ is $2(N-1)/N$ times $P/(1-P)$. It stays below twice the two-device value however long the array is.

Equation (\ref{chain}) was compared with a solution of Kirchhoff's laws for all contacts at once, without the step from link to link. The cases had two to four devices, one to four links per junction, and unequal link resistances between $10^{-4}R_H$ and about $3R_H$. The relative errors agreed to $2\times10^{-53}$ of their value in high-precision arithmetic.

The edge rule (\ref{edge}) was examined separately in a lattice model of electrons in a field, with four absorbing contacts and one edge channel. The smallest transmission from a contact to the next was 1.00000, and no other transmission between different contacts exceeded $2.8\times10^{-5}$. These values depend on the model contacts: with absorption three times weaker they become 0.991 and $4.6\times10^{-3}$. The lattice model illustrates one-way transport; it does not establish the edge rule at the level of the small errors discussed below.

\section{The contribution of link order}

Equation (\ref{factor}) needs the first contact on A to be joined to the first on B. Suppose the flow is clockwise in both devices. It runs from top to bottom at the right end of A, but from bottom to top at the left end of B. In a drawing of two facing devices the wires must therefore cross.

To isolate the effect of order, let the wires be perfect but uncrossed. Wire $k$ now joins contact $k$ of A to contact $m+1-k$ of B, so $a_k=b_{m+1-k}$. The current leaving A equals that entering B:
\begin{equation}
a_{k-1}-a_k=b_{m+1-k}-b_{m-k}.
\end{equation}
The first term on the right is $a_k$. The second is $a_{k+1}$ for $k<m$, and $b_0$ for $k=m$. The sequence $a_0,a_1,\ldots,a_m,b_0$ thus falls in $m+1$ equal steps, each of size $D_0/(m+1)$. The current leaving A is the sum of the first $m$ steps divided by $R_H$, so
\begin{equation}
I=\frac{m}{m+1}\frac{D_0}{R_H},\qquad R=\frac{m+1}{m}R_H .
\end{equation}
One wire gives $2R_H$, since one wire has no order. Two give $1.5R_H$ and three give $1.333R_H$, as the network solution confirms. Perfect contacts do not help: this is a wrong circuit, not a small error.

Reversing the field in both devices reverses both sequences. The pairs still match, and $P$ is unchanged because the order of its factors does not matter. The voltage must then be read from edges leaving the source and drain in the new direction. Reversing only one field has the effect of uncrossing the wires, and the network with two nearly perfect links again gives $1.5R_H$.

\section{The contribution of unequal channels}

A series resistance treats all channels alike. A real contact may couple well to the outer channel and poorly to an inner one. Let both contacts of link $k$ let a fraction $f_{k\alpha}$ of channel $\alpha$ pass by, and let the wire have no resistance. Assume that the channels do not exchange charge between link contacts, but arrive at the first link at equal potentials.

With wire potential $w_k$, the edges leaving link $k$ obey
\begin{equation}
a_{k\alpha}=(1-f_{k\alpha})w_k+f_{k\alpha}a_{k-1,\alpha},
\label{mix}
\end{equation}
and likewise for $b$. Let $M=(a_0+b_0)/2$. If $a_{k-1,\alpha}+b_{k-1,\alpha}=2M$ in every channel, which holds for $k=1$, then current conservation in the wire,
\begin{equation}
\sum_\alpha(1-f_{k\alpha})(a_{k-1,\alpha}+b_{k-1,\alpha}-2w_k)=0,
\end{equation}
requires $w_k=M$. Adding (\ref{mix}) to its counterpart for $b$ shows that the sum remains $2M$, so the argument applies to the next link. Subtracting $M$ from (\ref{mix}) gives $a_{k\alpha}-M=f_{k\alpha}(a_{k-1,\alpha}-M)$. The current is the average over channels of $(a_0-a_{m\alpha})/R_H$, and since $a_0-M=D_0/2$, equation (\ref{main}) holds with
\begin{equation}
P=\frac1i\sum_{\alpha=1}^{i}\prod_{k=1}^{m}f_{k\alpha}.
\label{channels}
\end{equation}

This is an average of products, not a product of averages. Let $\bar f_k$ be the average of $f_{k\alpha}$ over channels. No single $f_{k\alpha}$ can exceed $i\bar f_k$. Using this for all links but one gives
\begin{equation}
P\le i^{\,m-1}\prod_{k=1}^m\bar f_k .
\end{equation}
Equality is reached when all the reflection lies in the same channel at every link. For $i=2$ and three links the error can then be four times that of equal channels, to leading order. The bound is shown only for identical contacts at the two ends of a resistance-free wire; with unlike contacts and wire resistance, and $\bar f_k$ read from the error of link $k$ used alone, the factor of four can be exceeded. If one of the two channels misses every link contact and the other is perfectly coupled, $P=1/2$ for any $m$, and extra links do nothing.

\section{Errors that links leave untouched}

A finite longitudinal resistivity $\rho_{xx}$ makes the edge potentials fall along the current. Let $L$ be the length between the two ends of each device and $W$ its width. If the current is spread evenly over the width, the drop along one edge is $\rho_{xx}IL/W$. In A the probe sits at the source end of one edge, and the relevant opposite edge leaves the junction at the other end. The voltage between these points is the Hall voltage plus the drop. The same holds in B, so the total voltage gains $2\rho_{xx}IL/W$ and
\begin{equation}
\delta_{xx}\simeq+\frac{L}{W}\frac{\rho_{xx}}{R_H}.
\label{loss}
\end{equation}
The sign and factor belong to this placement of probes, with all link contacts at the junction end of each device. The factor $L/W$ is an estimate for a long bar: on a plateau the current enters and leaves an end contact near a corner, which changes the factor by an amount of order one. For end contacts of full width it becomes $L/W-4\ln2/\pi$, or 4.1 instead of 5 for $L/W=5$. Link contacts spread along the edge change the factor.

Leakage through the insulation between the high and low leads puts a resistance $R_{\rm leak}$ in parallel with the pair. For $R_{\rm leak}\gg2R_H$,
\begin{equation}
\frac{2R_HR_{\rm leak}}{2R_H+R_{\rm leak}}
\simeq2R_H\left(1-\frac{2R_H}{R_{\rm leak}}\right),
\end{equation}
so $\delta_{\rm leak}\simeq-2R_H/R_{\rm leak}$. Leakage from a link wire to the low side shunts only device B and gives $-R_H/(2R_{\rm leak})$, four times less. Neither error contains $P$.

A thermal voltage $e_k$ in link $k$ changes (\ref{ohm}) to $a_k-b_k=R_kI_k+e_k$, and (\ref{factor}) becomes $D_k=f_kD_{k-1}+(1-f_k)e_k$. Later links suppress it, but that of the last link enters the measured voltage almost in full: 10~nV is $1\times10^{-8}$ of the 1.03~V across a pair at $i=2$ and 40~$\mu$A. It does not change sign with the current, so averaging over both current directions removes it if it is steady.

\section{Weighing the contributions in numbers}

Take two GaAs Hall bars at $i=2$, with $R_H=12906.4037~\Omega$ and $2R_H=25812.8075~\Omega$. The links have total resistances of 5, 8 and 6~$\Omega$. The first factor is
\begin{equation}
f_1=\frac{5}{25812.8+5}=1.937\times10^{-4},
\end{equation}
and similarly $f_2=3.098\times10^{-4}$ and $f_3=2.324\times10^{-4}$. Keeping the devices fixed and adding links in turn gives
\begin{align}
\delta_1&=1.937\times10^{-4},\\
\delta_2&\simeq f_1f_2=6.00\times10^{-8},\\
\delta_3&\simeq f_1f_2f_3=1.39\times10^{-11}.
\end{align}
The excess resistances are 5~$\Omega$, 1.55~m$\Omega$ and 0.36~$\mu\Omega$. Equation (\ref{two}) gives the second directly: $40/25825.8~\Omega=1.55$~m$\Omega$. The same three wires between common nodes would have 2.03~$\Omega$ in parallel, a relative error of $7.9\times10^{-5}$.

At a measuring current of 40~$\mu$A, the shares in (\ref{share}) put nearly all the current in link 1. Link 2 carries $1.936\times10^{-4}$ of it, or 7.7~nA, and link 3 carries $6.0\times10^{-8}$, or 2.4~pA. These small currents remove most of the mismatch that link 1 leaves.

If the middle link breaks, its factor becomes one and the error rises to $f_1f_3=4.5\times10^{-8}$. This is much worse than three working links, but still comparable with two. For ten devices with links 1 and 2 at each junction, the error is $1.8\,\delta_2=1.08\times10^{-7}$.

For channel imbalance, take three contact pairs with the same mean reflection $1.937\times10^{-4}$. Equal channels give an error of $7.3\times10^{-12}$; reflection confined to one channel gives $2.9\times10^{-11}$. The factor of four is real but small beside the factor of several thousand gained by the third link. This comparison keeps the source, drain and probes equally coupled to both channels. Suppose instead that they too reflect a fraction $2f$ of one channel, with $f=1.937\times10^{-4}$, and that the channels do not equilibrate between a current contact and its probe. The source then emits that channel low by about $2fR_HI$, and the probe weights the two channels as $(1-2f):1$, so it reads $f^2R_HI$ away from their mean. The two probes together give a relative error $\pm f^2=\pm3.8\times10^{-8}$, positive if probe and current contact reflect the same channel and negative otherwise. No number of links reduces this error.

For the floors take $\rho_{xx}=10~\mu\Omega$ per square, $L=2000~\mu$m, $W=400~\mu$m and $R_{\rm leak}=10^{13}~\Omega$. Then
\begin{align}
\delta_{xx}&=5\times\frac{10^{-5}}{12906}=+3.9\times10^{-9},\\
\delta_{\rm leak}&=-\frac{25813}{10^{13}}=-2.6\times10^{-9}.
\end{align}
Their opposite signs should not be used as a cancellation, because both inputs are rough and independent. With two links the junction error is between 10 and 20 times $\delta_{xx}$. With three it is more than 200 times smaller than $\delta_{xx}$. For these parameters the third link is worth having if an error of 6 parts in $10^8$ matters, and a fourth would serve only as a reserve against a broken link. This holds provided the current contacts and probes couple equally to the channels, or the channels equilibrate between them, and thermal voltages are removed by current reversal.

\section{The real device}

The example is meant to resemble a GaAs resistance standard; its device parameters are rough typical values. An electron density $n=4.8\times10^{11}$~cm$^{-2}$ puts the plateau centre at $B=nh/(2e)=9.93$~T. With an effective mass of $0.067m_e$ and a $g$ factor of size 0.44, the Landau gap less the Zeeman energy is 16.9~meV, against $kT=0.112$~meV at 1.3~K. The activation factor $\exp[-{\rm gap}/(2kT)]$ is about $10^{-33}$. Excitation across this ideal gap is therefore negligible, and the assumed $\rho_{xx}$ has to stand for other processes, such as conduction through disorder states. Taking 0.5~A/m as a rough breakdown limit, the 400~$\mu$m bar could carry 200~$\mu$A, so 40~$\mu$A is one fifth of it; crowding of current near contacts is not included. The link resistances of 5 to 8~$\Omega$ are chosen for illustration. The assumption of zero dissipation is an idealization: the assumed $\rho_{xx}$ moves the result by a few parts in $10^9$. A bad contact can break the assumption $R_k\ll2R_H$ instead. Equation (\ref{factor}) still applies if its channels are equally coupled, but that link then suppresses little. The numerical output below lists the values used.

\section*{Computed values}
\begin{verbatim}
lattice: smallest forward transmission = 1.00000
lattice: largest other transmission = 2.8e-05
network vs formula, worst relative mismatch = 2.1e-53
uncrossed ideal links, m=2: R/R_H = 1.500000
uncrossed ideal links, m=3: R/R_H = 1.333333
one field reversed, m=2: R/R_H = 1.500000
Hall resistance R_H (i=2) = 12906.4037 ohm
ideal series value 2 R_H = 25812.8075 ohm
link 1: R = 5.0 ohm, factor R/(2R_H+R) = 1.9366e-04
link 2: R = 8.0 ohm, factor R/(2R_H+R) = 3.0983e-04
link 3: R = 6.0 ohm, factor R/(2R_H+R) = 2.3239e-04
1 link(s): relative error = 1.9370e-04, excess = 5.000e+00 ohm
2 link(s): relative error = 6.0003e-08, excess = 1.549e-03 ohm
3 link(s): relative error = 1.3944e-11, excess = 3.599e-07 ohm
three links: current share of link 1 = 9.9981e-01
three links: current share of link 2 = 1.9360e-04
three links: current share of link 3 = 5.9989e-08
ordinary parallel wires: relative error = 7.879e-05
three links, middle one open: error = 4.501e-08
ten devices, links 1 and 2 only: error = 1.080e-07
mean reflection per contact = 1.9366e-04
three links, equal channels: error = 7.264e-12
three links, one bad channel: error = 2.905e-11
ratio of these two = 4.0000
rho_xx (rough) = 10.0 microohm per square
device length = 2000 um, width = 400 um
dissipation shift = +3.87e-09 (relative)
cable insulation (rough) = 1e+13 ohm
cable leakage shift = -2.58e-09 (relative)
electron density (rough) = 4.80e+11 cm^-2
effective mass (rough) = 0.067 m_e
size of g factor (rough) = 0.44
plateau-centre field = 9.93 T
Landau gap less Zeeman energy = 16.90 meV
temperature = 1.3 K, kT = 0.112 meV
log10 of exp(-gap/2kT) = -32.8
measuring current = 40 uA
breakdown line density (rough) = 0.5 A/m
current / breakdown current = 0.20
\end{verbatim}
